\section*{Grain-boundary resistance from transmission, and when such resistances add}

\section{What is to be subtracted}

\textbf{Q.} You have computed the transmission of a grain boundary between two perfect crystals. The Landauer formula turns it into a conductance. Why is the inverse of that conductance not the resistance of the boundary?

\textbf{A.} Because it does not vanish when the boundary is removed. Let $\mathcal T=\sum_{mn}|t_{mn}|^2$ be the transmission summed over all incoming modes $n$ and outgoing modes $m$ in a cross-section $A$. I assume linear response, zero temperature, elastic scattering and spin-degenerate leads, and write $G_0=2e^2/h$. Occupations $f$ are expressed as voltages, with the sign chosen so that current flows from high $f$ to low $f$. Then
\begin{equation}
I=G_0\mathcal T\,(f_L-f_R),
\label{landauer}
\end{equation}
where $f_L$ and $f_R$ describe the carriers arriving from the two reservoirs, equally in every mode. Without a boundary each of the $N$ open modes is fully transmitted, so $\mathcal T=N$ and the resistance is $\mathcal R_{\rm Sh}=1/(G_0N)$. This Sharvin resistance belongs to the connection between wide reservoirs and a finite number of modes.

\textbf{Q.} Subtracting it looks like a convention. And if the two grains have different numbers of open modes along the current, which Sharvin resistance do you take?

\textbf{A.} Both questions are settled by asking for the voltage drop between the two sides of the boundary. On the left, $N_L$ modes arrive with occupation $f_L$. Let $g_L$ be the mean occupation of the modes that leave the boundary to the left. Each mode carries the same current per unit occupation, so
\begin{equation}
I=G_0N_L(f_L-g_L)\quad\Rightarrow\quad g_L=f_L-\frac{I}{G_0N_L}.
\end{equation}
I define the potential on this side as the mean over arriving and leaving modes:
\begin{equation}
V_L=\tfrac12(f_L+g_L)=f_L-\frac{I}{2G_0N_L}.
\label{vl}
\end{equation}
On the right the leaving carriers carry the current forward, so $I=G_0N_R(g_R-f_R)$ and
\begin{equation}
V_R=\tfrac12(f_R+g_R)=f_R+\frac{I}{2G_0N_R}.
\label{vr}
\end{equation}
Subtracting, and using $f_L-f_R=I/(G_0\mathcal T)$ from (\ref{landauer}), gives the specific resistance
\begin{equation}
\gamma\equiv\frac{A(V_L-V_R)}{I}
=\frac{A}{G_0}\left[\frac1{\mathcal T}-\frac1{2N_L}-\frac1{2N_R}\right].
\label{gamma}
\end{equation}
Half a Sharvin resistance is removed for each side. For $N_L=N_R=N$ this is the two-terminal value minus $A\mathcal R_{\rm Sh}$.

If every mode is transmitted, $\gamma=0$. If $\mathcal T\ll N_L,N_R$, the subtraction is a small correction. If $N_L<N_R$ and all $N_L$ modes pass, then $\mathcal T=N_L$ and $\gamma=(A/2G_0)(1/N_L-1/N_R)>0$: a mismatch of mode numbers has a resistance of its own.

\textbf{Q.} A voltmeter would not weight all modes equally. Slow carriers contribute more to the local density.

\textbf{A.} True. $V_L$ is a bookkeeping potential, not the electrostatic potential near the boundary. Its merit has to be shown by what happens when boundaries are joined.

\section{The series law}

\textbf{Q.} Then join two. Why should their $\gamma$ values add?

\textbf{A.} They add if the region between them mixes the modes completely and erases the phases, so that populations can be joined instead of amplitudes. Suppose first that this region redistributes right-going carriers among right-going modes, and left-going carriers likewise, without turning any back. Boundary 1 emits right-going carriers of mean occupation $f_+$. After mixing they reach boundary 2 with occupation $f_+$ in every mode. The left-going carriers similarly have mean $f_-$ and reach boundary 1 uniformly. Hence
\begin{equation}
V_{1,R}=\tfrac12(f_++f_-)=V_{2,L}.
\end{equation}
The potentials telescope. From (\ref{vl}) and (\ref{vr}), the two reservoirs add $I/(2G_0N_{\rm first})$ and $I/(2G_0N_{\rm last})$, so that
\begin{equation}
A\mathcal R_{\rm total}=\frac{A}{2G_0}\left(\frac1{N_{\rm first}}+\frac1{N_{\rm last}}\right)+\sum_i\gamma_i .
\label{series}
\end{equation}

\textbf{Q.} A real mixing region also scatters backwards.

\textbf{A.} Then it is one more element of the sum, with its own $\gamma$ from (\ref{gamma}). If it sends carriers out uniformly in each direction, with probabilities that do not depend on the mode they came from, its response depends on the mean arriving occupation alone, and the boundaries next to it still receive uniform populations. The same telescoping applies.

This was tested with random unitary boundaries between regions of 5, 8 and 6 modes and a partly reflecting mixer in the middle region. Summing all multiple reflections of the populations gives a resistance of $0.563887/G_0$, and (\ref{series}) gives the same value.

\textbf{Q.} What goes wrong if I add the unsubtracted resistances?

\textbf{A.} For $n$ equal boundaries between equal grains you get $n(\mathcal R_{\rm Sh}+\gamma/A)$ instead of $\mathcal R_{\rm Sh}+n\gamma/A$. The excess, $(n-1)\mathcal R_{\rm Sh}$, grows with the number of boundaries although the current enters and leaves the reservoirs once.

\section{A lattice plane as boundary}

\textbf{Q.} I want to see the subtraction in numbers, starting from a wave equation.

\textbf{A.} Take a simple cubic lattice with one orbital per site, spacing $a=0.25$ nm, hopping $t=1$ eV and Fermi energy $E=0$ at the band centre. These are round model parameters. The boundary is one plane, $j=0$, whose site energy is raised by $U=1$ eV. The parallel wavevector is conserved, and each one gives a chain with
\begin{equation}
E=\varepsilon_\perp-2t\cos k,\qquad
\varepsilon_\perp=-2t(\cos k_xa+\cos k_ya),
\end{equation}
where $k=k_za$. Let the wave be $e^{ikj}+re^{-ikj}$ for $j\le0$ and $\tau e^{ikj}$ for $j\ge0$. At $j=0$ the two forms agree, so $r=\tau-1$. The lattice equation there is
\begin{equation}
(\varepsilon_\perp+U-E)\tau-t\left[\tau e^{ik}+e^{-ik}+re^{ik}\right]=0 .
\end{equation}
With $r=\tau-1$ the bracket becomes $2\tau e^{ik}-2i\sin k$. With $\varepsilon_\perp-E=2t\cos k$ and $2t\cos k-2te^{ik}=-2it\sin k$, and writing $v=2t\sin k$ (an energy),
\begin{equation}
\tau(U-iv)=-iv\quad\Rightarrow\quad
\tau=\frac{v}{v+iU},\qquad T=|\tau|^2=\frac{v^2}{v^2+U^2}.
\label{tplane}
\end{equation}

There is one parallel wavevector per area $a^2$. On the wavevector grid used here, a fraction $p=0.6302$ of them has a real $k$ and is open, so $N/A=p/a^2$. With $1/G_0=12906.4\ \Omega$,
\begin{equation}
A\mathcal R_{\rm Sh}=\frac{a^2}{G_0p}
=\frac{(0.25\times10^{-9}\,{\rm m})^2(12906.4\ \Omega)}{0.6302}
=1.280\ {\rm f\Omega\,m^2}.
\end{equation}
The mean transmission per open mode is $0.7070$. The two-terminal value is therefore $1.280/0.7070=1.810\ {\rm f\Omega\,m^2}$, and
\begin{equation}
\gamma=1.810-1.280=0.530\ {\rm f\Omega\,m^2}
\approx5.3\times10^{-12}\ {\rm \Omega\,cm^2}.
\end{equation}
Before rounding the value on this grid is $0.5305$, and a coarser grid of wavevectors changes $\gamma$ by about $0.2\%$, so the third digit is uncertain by about one unit.

\textbf{Q.} You are subtracting two numbers of similar size. How accurate must the transmission be?

\textbf{A.} For equal leads with mean transmission $\bar T=\mathcal T/N$, differentiate $\gamma\propto1/\bar T-1$ at fixed $N$:
\begin{equation}
\frac{\delta\gamma}{\gamma}
=-\frac{\delta\bar T/\bar T^2}{(1-\bar T)/\bar T}
=-\frac1{1-\bar T}\,\frac{\delta\bar T}{\bar T}.
\end{equation}
Here the relative error is magnified by $1/0.293\approx3.4$, and for a nearly transparent boundary by much more. A relative error common to $N$ and $\mathcal T$ would leave $\bar T$ unchanged and enter $\gamma$ without magnification, but counting both on the same wavevector grid does not ensure this. At the edge of the open region $v\to0$ and, by (\ref{tplane}), $T\to0$. Miscounting modes there changes $N$ but hardly $\mathcal T$, so the convergence of $N$ must be checked separately.

\textbf{Q.} What does this mean for a wire?

\textbf{A.} If (\ref{series}) holds and boundaries are a distance $D$ apart, a length $L$ contains $L/D$ of them. They add $L\gamma/D$ to $A\mathcal R$, hence $\gamma/D$ to the resistivity. For $D=20$ nm this is $2.65\ {\rm\mu\Omega\,cm}$. Without the subtraction it would be $9.05\ {\rm\mu\Omega\,cm}$, more than three times as much.

\section{Interference}

\textbf{Q.} You assumed that phases are erased between boundaries. But two parallel planes form a resonator.

\textbf{A.} They do. In one channel, let $\theta$ be the phase gained between them. Summing the repeated reflections of the amplitude gives
\begin{equation}
T_{12}=\frac{T_1T_2}{|1-\rho e^{i\varphi}|^2},\qquad \rho=\sqrt{R_1R_2},
\end{equation}
where $R_i=1-T_i$ and $\varphi$ is $2\theta$ plus the reflection phases. Expand $1/(1-\rho e^{i\varphi})=\sum_n\rho^ne^{in\varphi}$. In the average of its squared modulus over $\varphi$, the cross terms vanish and $\sum_n\rho^{2n}=1/(1-\rho^2)$ remains. So
\begin{equation}
\langle T_{12}\rangle_\varphi=\frac{T_1T_2}{1-R_1R_2}=\frac{T_1T_2}{T_1+T_2-T_1T_2}.
\end{equation}
Inverting this and subtracting 1,
\begin{equation}
\frac1{\langle T_{12}\rangle_\varphi}-1=\frac1{T_1}+\frac1{T_2}-2=q_1+q_2,
\qquad q\equiv\frac{1-T}{T}.
\label{qadd}
\end{equation}

\textbf{Q.} Why average the transmission and not the resistance?

\textbf{A.} Channels with different parallel wavevectors conduct in parallel, so their transmissions are summed. When the planes are far apart, $\varphi$ varies rapidly from channel to channel and the sum performs the average. Averaging $1/T_{12}$ would give $(1+R_1R_2)/(T_1T_2)$, which does not lead to (\ref{qadd}). For the lattice planes, on the coarser wavevector grid, the coherent mean transmission averaged over many spacings is $0.5637$, and the incoherent law gives $0.5638$.

At small spacing the average is incomplete. The excess resistance of a coherent pair, divided by $2\gamma$, is $0.59$, $0.99$ and $0.92$ for spacings of 1, 2 and 5 planes. The value to compare with is $0.93$, not 1: that is what the phase-averaged law gives for these planes, which do not mix modes (see the next section). One channel shows how the parity of the spacing can matter, although the sum over channels need not fall on alternate sides of $0.93$. With $x=U/v$, (\ref{tplane}) gives $\tau=1/(1+ix)$ and $r=-ix/(1+ix)$, so for a spacing of $d$ planes
\begin{equation}
\frac1{T_{12}}=\left|\frac{1-r^2e^{2ikd}}{\tau^2}\right|^2
=\left|(1+ix)^2+x^2e^{2ikd}\right|^2 .
\end{equation}
At $k=\pi/2$ this is $1+4x^4$ for odd $d$ and $1+4x^2$ for even $d$. Here $v=2$ eV and $x=1/2$, giving $1.25$ and $2$, on either side of the incoherent value $1+2x^2=1.5$.

\section{Boundaries without mixing}

\textbf{Q.} Equation (\ref{qadd}) says that $q$ adds in each channel. So is mode mixing needed at all?

\textbf{A.} In general, yes. Suppose the parallel wavevector is conserved everywhere and phase memory is lost between successive boundaries. Then (\ref{qadd}) can be applied one boundary at a time, and $n$ identical boundaries transmit $1/(1+nq)$ in each channel. Averaging only the final transmission of a coherent stack would not do. For three boundaries whose two phases vary independently, the average over the second phase gives $T_{12}T_3/(T_{12}+T_3-T_{12}T_3)$. This is concave in $T_{12}$, so its further average over the first phase lies below its value at $\langle T_{12}\rangle_\varphi$. Equal spacings tie the phases together and this argument does not apply: a periodic coherent stack has pass bands in which the transmission does not fall to zero as $n$ grows, so its average can lie above $1/(1+nq)$. With $\langle\cdot\rangle$ the mean over open modes, the excess resistance in units of $\mathcal R_{\rm Sh}$ is
\begin{equation}
F(n)=\frac1{m(n)}-1,\qquad m(n)=\left\langle\frac1{1+nq}\right\rangle .
\end{equation}
Treat $n$ as a continuous variable and set $w=1/(1+nq)$. Then $m=\langle w\rangle$, $m'=-\langle qw^2\rangle$ and $m''=2\langle q^2w^3\rangle$, so
\begin{equation}
F''=\frac{2m'^2}{m^3}-\frac{m''}{m^2}
=\frac2{m^3}\left[\langle qw^2\rangle^2-\langle w\rangle\langle q^2w^3\rangle\right]\le0 .
\end{equation}
The sign follows from the Cauchy--Schwarz inequality for $w^{1/2}$ and $qw^{3/2}$. Since $F(0)=0$ and $F$ is concave, $F(n)\le nF(1)$. Equality requires $qw$, and hence $q$, to be the same in all channels.

Physically, the well-transmitting channels carry a growing share of the current, because nothing refills the blocked ones. For the lattice planes the excess is $0.93$, $0.88$ and $0.85$ of $n\gamma$ for $n=2$, $5$ and $10$.

\textbf{Q.} So the series law is an upper bound?

\textbf{A.} For identical boundaries without mixing and without phase memory, yes. For different ones, no. Take two channels and a boundary that transmits $0.9$ in one and $0.1$ in the other. Its mean transmission is $0.5$, so its excess is 1 in Sharvin units, and two such boundaries should give 2. In the channels $q=1/9$ and $q=9$. An identical pair has
\begin{equation}
\left[\tfrac12\left(\frac1{1+2/9}+\frac1{1+18}\right)\right]^{-1}-1=1.30 .
\end{equation}
If the second boundary blocks the opposite channel, each channel has total $q=9+1/9$, and the excess is $9.11$. Complete mixing between the boundaries would restore 2 in both cases.

\section{Boundaries in a diffusive metal}

\textbf{Q.} Real grains contain phonons and defects. Surely a grain much longer than the mean free path provides your complete mixing.

\textbf{A.} It provides additivity, but not in general the value $\gamma$. The current itself makes the arriving population uneven. Take a spherical Fermi surface and isotropic scattering with mean free path $\lambda$, and let $\mu$ be the cosine of the angle to the current. The occupation obeys
\begin{equation}
\mu\,\partial_z\phi=-C\phi,\qquad C\phi=(\phi-\bar\phi)/\lambda,
\end{equation}
with $\bar\phi$ the mean over all directions. Far from any boundary the solution is $\phi=c(z)+b\mu$ with $dc/dz=-b/\lambda$, as substitution confirms. The modes are uniform in parallel wavevector, whose length is proportional to $\sqrt{1-\mu^2}$, so their weight is $2\mu\,d\mu$ on $0<\mu<1$. This gives $\langle\mu\rangle=2/3$ and $\langle\mu^2\rangle=1/2$. The current is
\begin{equation}
I=G_0N\langle(c+b\mu)-(c-b\mu)\rangle=2bG_0N\langle\mu\rangle .
\label{idiff}
\end{equation}
The bulk resistance per mean free path is $b/I=\mathcal R_{\rm Sh}/(2\langle\mu\rangle)=0.75\,\mathcal R_{\rm Sh}$, which a numerical conductor, built by joining thin scattering slices, reproduces.

A boundary disturbs this solution nearby. Far away it leaves a step $\Delta=c_L-c_R$ between the two extrapolated straight lines, and $\gamma_{\rm diff}=A\Delta/I$. Boundaries many mean free paths apart each see the same undisturbed form, so their steps add.

\textbf{Q.} How different is $\gamma_{\rm diff}$ from $\gamma$?

\textbf{A.} Weak reflection can be worked out. Let $\phi$ be the solution without the boundary and $\phi'$ the one with it, at the same current. Reversing directions in the first equation gives $\mu\,\partial_z\phi(-\mu)=C\phi(-\mu)$. Since $C$ is symmetric,
\begin{equation}
\partial_z\int_{-1}^1\mu\,\phi(-\mu)\phi'(\mu)\,d\mu
=\int_{-1}^1\left[(C\phi)(-\mu)\,\phi'(\mu)-\phi(-\mu)\,(C\phi')(\mu)\right]d\mu=0 .
\end{equation}
Folding the integral onto $0<\mu<1$, the quantity
\begin{equation}
J=N\langle\phi(-\mu)\phi'(\mu)-\phi(\mu)\phi'(-\mu)\rangle
\end{equation}
is constant on each side of the boundary. Far away $\phi=c\pm b\mu$ and $\phi'=c'\pm b\mu$. The products then combine to $2b\mu(c-c')$, so $J=(I/G_0)(c-c')$ and
\begin{equation}
J_L-J_R=-I\Delta/G_0 .
\label{jfar}
\end{equation}

Now evaluate the same difference at the boundary, taken as specular. Let $\alpha$ and $\beta$ be the occupations $\phi'$ arriving from left and right. The one leaving to the right is $\alpha-R(\alpha-\beta)$, and the one leaving to the left is $\beta+R(\alpha-\beta)$. The unperturbed $\phi$ is continuous, so
\begin{equation}
J_L-J_R=N\langle R(\alpha-\beta)[\phi(-\mu)-\phi(\mu)]\rangle
=-N\langle2b\mu R(\alpha-\beta)\rangle .
\end{equation}
To leading order in $R$, $\alpha-\beta=2b\mu$. Equating with (\ref{jfar}) and dividing by the square of (\ref{idiff}),
\begin{equation}
\gamma_{\rm diff}=\frac{A\Delta}{I}
=\frac{AG_0N\,4b^2\langle R\mu^2\rangle}{(2bG_0N\langle\mu\rangle)^2}
=\frac{A}{G_0N}\,\frac{\langle R\mu^2\rangle}{\langle\mu\rangle^2}.
\label{weak}
\end{equation}
To the same order (\ref{gamma}) gives $\gamma=A\langle R\rangle/(G_0N)$. If $R$ is the same for all modes, $\gamma_{\rm diff}/\gamma=(1/2)/(4/9)=9/8$.

The numerical conductor has 24 classes of angle, for which $\langle\mu^2\rangle/\langle\mu\rangle^2=1.123$. With $T=0.999$ in every mode it gives the ratio $1.123$.

\textbf{Q.} Is the Sharvin-subtracted value then too small in a diffusive metal?

\textbf{A.} Not in general. With the same 24 classes of angle, the computed ratio for $T=0.5$ in every mode is $1.06$. For $T=\mu^2/(\mu^2+0.25)$, which reflects grazing carriers most, it is $0.78$. Formula (\ref{weak}) suggests why: it gives less weight to modes with small $\mu$. This second boundary is not weakly reflecting, so here the formula is a guide to the sign and no more.

\textbf{Q.} And how far apart must the boundaries be?

\textbf{A.} For these two cases the excess of a pair, divided by $2\gamma_{\rm diff}$, is $0.985$ and $0.988$ at $\lambda/8$, about $0.996$ and $0.997$ at $\lambda$, and $1.000$ at $8\lambda$. In these examples the change from $\gamma$ to $\gamma_{\rm diff}$ matters more than the loss of additivity.

\textbf{Q.} Is there a boundary that adds at any distance in such a metal?

\textbf{A.} There is, if it leaves the bulk form undisturbed. Put $c_L\pm b\mu$ on the left and $c_R\pm b\mu$ on the right. The carriers leaving to the right must satisfy
\begin{equation}
c_R+b\mu=T(c_L+b\mu)+R(c_R-b\mu).
\end{equation}
Using $1-R=T$, this becomes $T(c_L-c_R)=2Rb\mu$, or $\Delta=2qb\mu$. The carriers leaving to the left give the same condition. It can hold for all $\mu$ if $q=q_0/\mu$. Then $\Delta=2bq_0$ and, from (\ref{idiff}),
\begin{equation}
\gamma_{\rm diff}=\frac{A}{G_0N}\,\frac{q_0}{\langle\mu\rangle}.
\end{equation}
For $q_0=0.5$ the formula gives $0.750$ in Sharvin units ($0.7495$ with the 24 classes of angle, which the numerical conductor reproduces), and a pair is additive even at $\lambda/8$. Yet subtraction between ballistic leads gives $2/\ln3-1=0.820$ for this boundary ($0.818$ with the 24 classes of angle). Additivity therefore does not prove that the subtracted value is the one that adds.

\textbf{Q.} What may I then claim for the $2.65\ {\rm\mu\Omega\,cm}$ of your lattice?

\textbf{A.} That it is the added resistivity if carriers reach every plane spread equally over the open modes and phase memory is lost between planes. With phase memory lost but no mixing, a stack of these planes has less. In a diffusive grain $\gamma$ must be replaced by $\gamma_{\rm diff}$, which needs the angle-resolved transmission and a transport calculation, not $\mathcal T$ alone. The lattice also leaves out atomic relaxation, several bands, roughness and self-consistent charge, so its numbers describe the model and no particular metal. The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
lattice spacing: 0.25 nm
hopping: 1.0 eV; plane shift: 1.0 eV
Fermi energy from band centre: 0.0 eV
h/(2e^2): 12906.4 ohm
open-mode fraction: 0.6302
mean transmission per open mode: 0.7070
Sharvin specific resistance: 1.2799 fohm m^2
two-terminal specific resistance: 1.8104 fohm m^2
gamma: 0.5305 fohm m^2
gamma: 5.305e-12 ohm cm^2
gamma, coarser k grid: 0.5295 fohm m^2
boundary distance: 20 nm
added resistivity gamma/D: 2.652 microohm cm
same without subtraction: 9.052 microohm cm
Specular incoherent stacks, excess/(n gamma):
  n = 2: 0.9349
  n = 5: 0.8770
  n = 10: 0.8512
Coherent pair, excess/(2 gamma):
  spacing 1 planes: 0.5920
  spacing 2 planes: 0.9903
  spacing 5 planes: 0.9155
pair mean T, averaged over spacing: 0.5637
pair mean T, incoherent law: 0.5638
Unequal leads with mixing, resistance in 1/G0:
  modes: 5, 8, 6
  multiple scattering: 0.56388685
  series law: 0.56388685
Two-channel filters (T = 0.9, 0.1), in Sharvin units:
  sum of two single values: 2.0000
  identical pair: 1.2967
  complementary pair: 9.1111
Diffusive metal (24 angle classes):
  bulk resistance per path, Sharvin units: 0.7500
  gamma_diff/gamma, T = 0.5 for all: 1.0647
  gamma_diff/gamma, T = mu^2/(mu^2+0.25): 0.7805
  gamma_diff/gamma, T = 0.999 for all: 1.1234
  <mu^2>/<mu>^2: 1.1234
Pair/(2 gamma_diff) at 1/8, 1, 8 mean free paths:
  T = 0.5: 0.9845, 0.9963, 1.0000
  barrier: 0.9878, 0.9968, 1.0000
  q = 0.5/mu: 1.0000, 1.0000, 1.0000
gamma_diff for q = 0.5/mu, Sharvin units: 0.7495
  formula q0/<mu>: 0.7495
  its ballistic gamma: 0.8179
\end{verbatim}
